# Gill 1996 Exchange: Gradient Limit, Atomic Tails and Density Extrema

## Problem

Let \(\rho(\mathbf r)\) be the density of electrons of one spin, \(g=|\nabla\rho|\), and \(x=g/\rho^{4/3}\). In Hartree atomic units, Gill's exchange energy (the G96 functional) is a sum over the two spins of

\[
E[\rho]=\int \rho^{4/3}\left(-C-\beta x^{3/2}\right)d^3r,\qquad
C=\frac32\left(\frac{3}{4\pi}\right)^{1/3},\qquad \beta=\frac1{137}.
\]

The term with \(C\) is the local density approximation. The term with \(\beta\) is the gradient correction.

1. Decide whether the correction has a second-order gradient expansion for slowly varying densities. Examine also a density wave of small amplitude on a uniform gas.
2. Derive the exchange potential \(v=\delta E/\delta\rho\).
3. Find its behaviour on a spherical atomic tail \(\rho\propto r^p e^{-\kappa r}\). Compare it with exact exchange for one electron, and say whether such a tail can be self-consistent.
4. Find its behaviour at smooth maxima, minima and saddle points of the density, and at a nuclear cusp.
5. Evaluate the results for (i) a one-electron atom with density \(\kappa^3e^{-\kappa r}/8\pi\) and ionization energy 10 eV, and (ii) a planar wave of spin density with mean \(0.1\ \text{Å}^{-3}\), relative amplitude 0.2 and wavelength 5 Å.

## Solution

### 1. The slowly varying limit

Since \(x^{3/2}=g^{3/2}\rho^{-2}\), the correction has the energy density

\[
f=-\beta\,g^{3/2}\rho^{-2/3}. \tag{1}
\]

Take a positive periodic density and stretch it: \(\rho_\lambda(\mathbf r)=\rho(\lambda\mathbf r)\), with \(\lambda\to0\). The values of the density are unchanged, while every gradient is multiplied by \(\lambda\). With angle brackets for the average over a period,

\[
\langle f\rangle_\lambda=-\beta\lambda^{3/2}\left\langle g^{3/2}\rho^{-2/3}\right\rangle .
\]

A second-order gradient expansion requires \(\langle f\rangle_\lambda/\lambda^2\) to approach a finite number. Here the ratio is proportional to \(-\lambda^{-1/2}\) and tends to \(-\infty\) unless the density is uniform. The second-order coefficient is therefore not zero: it does not exist.

The same fact appears in the enhancement factor \(F\), the ratio of the exchange energy density to its local part. For equal spin densities the total density is \(n=2\rho\), and the usual reduced gradient is \(s=|\nabla n|/[2(3\pi^2)^{1/3}n^{4/3}]\). Then

\[
x=\frac{|\nabla n|/2}{(n/2)^{4/3}}=2^{1/3}\frac{|\nabla n|}{n^{4/3}}=2(6\pi^2)^{1/3}s ,
\]

\[
F=1+\frac{\beta}{C}x^{3/2}=1+c\,s^{3/2},\qquad
c=\frac{\beta}{C}\left[2(6\pi^2)^{1/3}\right]^{3/2}=0.171 .
\]

The slope of \(F\) vanishes at \(s=0\), but \(F''=\tfrac34c\,s^{-1/2}\) diverges there.

**A wave of small amplitude.** Let \(\rho=\bar\rho\,[1+\varepsilon\cos(qz)]\), so that \(g=\bar\rho\varepsilon q|\sin(qz)|\). In (1), \(\rho^{-2/3}=\bar\rho^{-2/3}[1-\tfrac23\varepsilon\cos(qz)+O(\varepsilon^2)]\). The term linear in the cosine averages to zero, because \(|\sin|^{3/2}\) is unchanged when the cosine changes sign. The average of \(|\sin|^m\) is \(\Gamma(\tfrac{m+1}2)/[\sqrt\pi\,\Gamma(\tfrac m2+1)]\), and with \(m=3/2\)

\[
\langle f\rangle=-\beta\bar\rho^{5/6}(\varepsilon q)^{3/2}
\frac{\Gamma(5/4)}{\sqrt\pi\,\Gamma(7/4)}\left[1+O(\varepsilon^2)\right]. \tag{2}
\]

Linear response needs an energy change proportional to \(\varepsilon^2\) at fixed \(q\). The local part has such a term, but (2) divided by \(\varepsilon^2\) diverges as \(\varepsilon^{-1/2}\). The functional thus has no finite second derivative for this wave about the uniform gas.

### 2. The potential

Vary \(\rho\) by \(\delta\rho\), with boundary terms vanishing. Integration by parts gives

\[
v_g=\frac{\partial f}{\partial\rho}-\nabla\cdot\frac{\partial f}{\partial\nabla\rho}
\]

for the gradient part. Since \(\partial g/\partial\nabla\rho=\nabla\rho/g\),

\[
\frac{\partial f}{\partial\rho}=\frac23\beta g^{3/2}\rho^{-5/3},\qquad
\frac{\partial f}{\partial\nabla\rho}=-\frac32\beta\rho^{-2/3}g^{-1/2}\nabla\rho . \tag{3}
\]

The product rule for the divergence gives three terms:

\[
\nabla\cdot\left(\rho^{-2/3}g^{-1/2}\nabla\rho\right)
=-\frac23\rho^{-5/3}g^{3/2}+\rho^{-2/3}g^{-1/2}\nabla^2\rho
-\frac12\rho^{-2/3}g^{-3/2}\,\nabla g\cdot\nabla\rho .
\]

Let \(\mathbf u=\nabla\rho/g\), and let \(\rho_{nn}\) be the second derivative of \(\rho\) along \(\mathbf u\). Differentiating \(g^2=\nabla\rho\cdot\nabla\rho\) shows that \(\nabla g\cdot\nabla\rho=g\rho_{nn}\). The coefficients of \(\beta g^{3/2}\rho^{-5/3}\) add to \(\tfrac23-\tfrac32\cdot\tfrac23=-\tfrac13\), so

\[
v_g=-\frac\beta3\,g^{3/2}\rho^{-5/3}
+\frac{3\beta}2\,\rho^{-2/3}g^{-1/2}\left(\nabla^2\rho-\frac12\rho_{nn}\right). \tag{4}
\]

The full potential is \(v=v_g+v_{\rm loc}\), with \(v_{\rm loc}=-\tfrac43C\rho^{1/3}\).

### 3. The atomic tail

An orbital bound by \(I\) in a potential that tends to zero decays as \(e^{-\sqrt{2I}\,r}\), apart from a power of \(r\). Its density has \(\kappa=2\sqrt{2I}\). We first evaluate (4) on such a density, taken as given.

For \(\rho=Ar^pe^{-\kappa r}\), define \(L=-\rho'/\rho=\kappa-p/r\), which is positive far out. Then \(g=L\rho\), \(L'=p/r^2\), and

\[
\rho_{nn}=\rho''=(L^2-L')\rho,\qquad
\nabla^2\rho=\rho''+\frac2r\rho'=\left(L^2-L'-\frac{2L}{r}\right)\rho .
\]

Both terms of (4) contain the factor \(\rho^{-1/6}\):

\[
\begin{aligned}
v_g&=\beta\rho^{-1/6}\left[-\frac13L^{3/2}
+\frac32L^{-1/2}\left(\frac{L^2-L'}2-\frac{2L}r\right)\right]\\
&=\beta\rho^{-1/6}\left[\frac5{12}L^{3/2}-\frac34L'L^{-1/2}-\frac{3L^{1/2}}r\right].
\end{aligned}
\]

Now \(L^{3/2}=\kappa^{3/2}[1-3p/(2\kappa r)+\dots]\), while the term with \(L'\) is of order \(r^{-2}\). Hence

\[
v_g=\beta\kappa^{3/2}\rho^{-1/6}
\left[\frac5{12}-\frac{3+5p/8}{\kappa r}+O(r^{-2})\right]. \tag{5}
\]

The potential rises to \(+\infty\), essentially as \(e^{\kappa r/6}\), while \(v_{\rm loc}\) dies away. For \(p=0\) we have \(L=\kappa\) and \(L'=0\), so the bracket is \(5/12-3/(\kappa r)\) without further terms. It changes sign at \(\kappa r=36/5\).

The energy remains finite on this density. In (1), \(f=-\beta\kappa^{3/2}\rho^{5/6}\) for \(p=0\), which decays exponentially.

**Exact exchange for one electron.** Exact exchange cancels the electron's repulsion with itself, so its potential is minus the Hartree potential. For \(\rho=\kappa^3e^{-\kappa r}/8\pi\), the charge inside and outside \(r\) gives

\[
v_{\rm exact}=-\frac1r\int_0^r4\pi t^2\rho(t)\,dt-\int_r^\infty4\pi t\,\rho(t)\,dt
=-\frac1r+e^{-\kappa r}\left(\frac1r+\frac\kappa2\right). \tag{6}
\]

It tends to \(-1/r\). Gill's potential has the opposite sign far out and grows.

**Self-consistency.** Suppose a self-consistent exchange-only atom had the exponential tail. By (5) its total potential would tend to \(+\infty\), because the nuclear and Hartree potentials tend to zero. Write a bound orbital's radial function as \(w(r)/r\), with energy \(\epsilon\). Beyond its last node take \(w>0\). For any \(K\) there is a radius \(R\) beyond which \(w''>K^2w\), since the centrifugal term only adds to the potential.

Compare \(w\) with \(w_0=w(R)e^{-K(r-R)}\), which satisfies \(w_0''=K^2w_0\). The difference \(D=w_0-w\) vanishes at \(R\) and at infinity and satisfies \(D''<K^2D\). A negative minimum of \(D\) would need \(D''\ge0\), which contradicts \(D''<K^2D<0\). Hence \(w\le w_0\). As \(K\) is arbitrary, the orbital decays faster than any exponential, contrary to the assumption. Equation (5) therefore describes the potential on a prescribed density, such as one from a better calculation, and not a self-consistent Gill tail.

### 4. Extrema of the density

Let \(\mathbf d\) be the displacement from a smooth stationary point with density \(\rho_0>0\) and invertible Hessian \(H\). Then \(\nabla\rho=H\mathbf d+O(d^2)\). The first term of (4) vanishes as \(d^{3/2}\), but the second has \(g^{-1/2}\) multiplying finite curvatures. To leading order

\[
v_g\simeq\frac{3\beta}2\,\frac{\rho_0^{-2/3}}{|H\mathbf d|^{1/2}}
\left(\operatorname{tr}H-\frac12\,\mathbf u\cdot H\mathbf u\right),\qquad
\mathbf u=\frac{H\mathbf d}{|H\mathbf d|}. \tag{7}
\]

At a maximum all eigenvalues of \(H\) are negative. Their sum is then no greater than \(\mathbf u\cdot H\mathbf u\), so the bracket is at most \(\tfrac12\mathbf u\cdot H\mathbf u<0\). The potential tends to \(-\infty\) as \(d^{-1/2}\). Reversing all signs shows that it tends to \(+\infty\) at a minimum.

At a saddle with \(H=\operatorname{diag}(-a,-a,b)\), where \(a,b>0\), the bracket is

\[
b-2a-\frac12\left[-a(1-u_z^2)+bu_z^2\right]
=b-\frac32a-\frac12(a+b)u_z^2 .
\]

It runs from \(b-\tfrac32a\) at \(u_z=0\) to \(\tfrac12b-2a\) at \(u_z=\pm1\). It is negative in all directions for \(b<\tfrac32a\) and positive in all directions for \(b>4a\). Between these values the sign depends on direction. Replacing \(H\) by \(-H\) leaves \(|H\mathbf d|\) and \(u_z^2\) unchanged and reverses the bracket, so for \(H=\operatorname{diag}(a,a,-b)\) the same statements hold with the signs exchanged.

These singularities are integrable, since the volume element supplies \(d^2\). Nor is a delta function hidden at the point. The vector in (3) has magnitude \(\tfrac32\beta\rho^{-2/3}g^{1/2}\), so its flux through a small sphere vanishes with the radius.

If the density varies along \(z\) alone, with second derivative \(h\) at the extremum, then \(\nabla^2\rho=\rho_{nn}\). The bracket in (4) is \(h/2\), and

\[
v_g\simeq\operatorname{sgn}(h)\,\frac{3\beta}4\,\rho_0^{-2/3}\,|h|^{1/2}\,|d|^{-1/2}. \tag{8}
\]

**A nuclear cusp** is a maximum where the slope does not vanish, so (7) does not apply. For \(\rho=\rho_0e^{-\kappa r}\), the form (5) with \(p=0\) holds down to small \(r\), and its last term dominates:

\[
r\,v_g\to-3\beta\kappa^{1/2}\rho_0^{-1/6}\qquad(r\to0). \tag{9}
\]

The potential now diverges to \(-\infty\) in proportion to \(1/r\), with the coefficient given in (9), while (6) approaches the finite value \(-\kappa/2\). For a spherical density that is not a single exponential, the term \(2\rho'/r\) of the Laplacian in (4) again dominates. Equation (9) then holds with \(\kappa\) read as the cusp slope \(-\rho'(0)/\rho_0\), not as the decay constant \(2\sqrt{2I}\) of the tail.

### 5. Numbers

**One-electron atom.** With \(I=10\) eV, \(\kappa=2\sqrt{2I}\) is \(3.240\ \text{Å}^{-1}\). Three energies follow from \(\int_0^\infty r^2e^{-ar}dr=2/a^3\) and, for the exact one, from \(\tfrac12\int\rho\,v_{\rm exact}\,d^3r\):

\[
E_{\rm loc}=-\frac{27}{64}\frac{C\kappa}{(8\pi)^{1/3}},\qquad
E_g=-\frac{216}{125}\beta\kappa(8\pi)^{1/6},\qquad
E_{\rm exact}=-\frac{5\kappa}{32}.
\]

The local energy is \(-6.253\) eV. Adding \(E_g\) gives Gill's energy, \(-7.260\) eV, against the exact \(-7.290\) eV (\(-0.2679\) hartree). The error is 0.030 eV, or 0.4% of the exact exchange energy. The potentials, in eV, agree far less well:

| \(r\) (Å) | \(v_{\rm loc}\) | \(v_g\) | \(v\) | \(v_{\rm exact}\) |
|---|---|---|---|---|
| 2 | −2.279 | −0.079 | −2.358 | −7.153 |
| 4 | −0.263 | 0.936 | 0.673 | −3.600 |
| 6 | −0.030 | 3.905 | 3.875 | −2.400 |
| 10 | −0.000 | 41.835 | 41.835 | −1.440 |

The gradient part changes sign at \(7.2/3.240=2.22\) Å. For the total, put \(y=\kappa r\) and insert the density into \(v=0\). The common factor \(\kappa\) cancels:

\[
\beta(8\pi)^{1/6}e^{y/6}\left(\frac5{12}-\frac3y\right)
=\frac43\,C\,(8\pi)^{-1/3}e^{-y/3}.
\]

A numerical root search gives \(y=10.94\), or \(r=10.94/3.240=3.38\) Å (6.38 bohr). There is one root. The right side falls, while the left side has derivative proportional to \(e^{y/6}(5/72-1/(2y)+3/y^2)\). As a quadratic in \(1/y\), this bracket has discriminant \(\tfrac14-\tfrac56<0\), so it is positive.

At the nucleus, (9) gives \(rv_g\to-3\beta(8\pi)^{1/6}\), which is \(-0.540\) eV Å.

**Density wave: the missing limit.** The average of the correction for one spin was computed by Gauss–Legendre quadrature at amplitude 0.2. Becke's B88 correction, \(-b\rho^{4/3}x^2/(1+6bx\sinh^{-1}x)\) with \(b=0.0042\), is quadratic at small \(x\) and serves as a contrast. Averages divided by \(q^2\), in \(10^{-4}\) eV/Å, are:

| Wavelength (Å) | Gill (G96) | Becke (B88) |
|---|---|---|
| 5 | −6.89 | −2.633 |
| 50 | −21.80 | −2.647 |
| 500 | −68.93 | −2.647 |

Each tenfold stretching multiplies Gill's ratio by \(\sqrt{10}\), while Becke's settles to a constant. At the fixed wavelength of 5 Å, Gill's average divided by \(\varepsilon^2\) is \(-0.0272\), \(-0.0855\) and \(-0.2704\) eV/Å³ for \(\varepsilon=0.2\), 0.02 and 0.002. It grows as (2) requires.

**Density wave: the extrema.** The spin density is \(0.12\ \text{Å}^{-3}\) at a maximum and \(0.08\ \text{Å}^{-3}\) at a minimum, and \(|h|=\bar\rho\varepsilon q^2\) at both. Equation (8), converted from atomic units, gives

\[
v_g\simeq-\frac{0.0576}{\sqrt d}\ \text{(maximum)},\qquad
v_g\simeq+\frac{0.0755}{\sqrt d}\ \text{(minimum)},
\]

with \(d\) in Å and \(v_g\) in eV. The coefficients differ in size by the factor \((0.12/0.08)^{2/3}=1.31\). At \(d=0.01\) Å the potentials are \(-0.0576/0.1=-0.576\) eV and \(+0.755\) eV. At 0.001 Å they are \(-1.82\) and \(+2.39\) eV.

The local potential at the maximum is \(-8.81\) eV. The gradient part reaches that size at \(d=(0.0576/8.81)^2\approx4\times10^{-5}\) Å. A stricter comparison is with the variation of the local potential across the wave, from \(-8.81\) eV at the maximum to \(-7.70\) eV at the minimum, or 1.11 eV. The gradient part reaches that size at \((0.0576/1.11)^2\approx0.003\) Å from the maximum and \((0.0755/1.11)^2\approx0.005\) Å from the minimum. It therefore exceeds these two sizes only in a narrow region, but it falls off slowly, being still about 0.2 eV in size at 0.1 Å. It stays larger than the change of the local potential from its value at the extremum out to about 0.45 Å from the maximum and 0.44 Å from the minimum, so it shapes the potential over a much wider range. The potential has no finite value at the extremum itself.
